Charge Equilibration: Two Linear Solves and Forces Without Charge Derivatives

When an atom moves in a polar molecule or solid, electrons shift between the atoms. An interatomic potential with fixed charges misses this. A charge-equilibration model finds new charges at every geometry by minimizing an energy, so each charge becomes a function of all atomic positions. The force is minus the total derivative of the minimized energy, and it seems to require the derivative of every charge with respect to every coordinate. Two questions arise: how to find the charges, and whether those derivatives are needed.

**The energy of one atom**

Let q be the net charge of an atom in units of e, positive when electrons are missing. The algebra uses atomic units. Take the neutral atom as the zero of energy. The cation then has energy I, the ionization energy, and the anion has energy −A, where A is the electron affinity. The model passes a parabola through these three points:

E_atom(q) = χq + ½Jq². (1)

At q = +1 and q = −1 this requires

χ + ½J = I,  −χ + ½J = −A. (2)

Subtracting the second equation from the first gives 2χ = I + A, and adding them gives J = I − A:

χ = ½(I + A),  J = I − A. (3)

Here χ is the Mulliken electronegativity and J is the hardness; a convention that calls ½(I − A) the hardness differs by a factor of two. We assume J > 0. The parabola is an interpolation, and its values at fractional charge are a model assumption.

**The interaction between atoms**

Give atom i, at position R_i, the Gaussian charge density

ρ_i(x) = q_i π^(−3/2) σ_i⁻³ exp(−|x − R_i|²/σ_i²). (4)

Its Fourier transform is q_i exp(−k²σ_i²/4) exp(−ik·R_i), and that of the Coulomb interaction 1/r is 4π/k². Write r for the distance between atoms i and j, and w² = σ_i² + σ_j². The interaction of two unit charges is

J_ij = (2π)⁻³ ∫ d³k (4π/k²) exp(−k²w²/4) exp(ik·r)
  = (2/π) ∫₀^∞ dk exp(−k²w²/4) sin(kr)/(kr). (5)

The second line follows because the integral of exp(ik·r) over the directions of k is 4π sin(kr)/(kr). Now write sin(kr)/k as ∫₀^r cos(kx) dx and use

∫₀^∞ dk exp(−k²w²/4) cos(kx) = (√π/w) exp(−x²/w²). (6)

This gives

J_ij(r) = [2/(√π w r)] ∫₀^r exp(−x²/w²) dx = erf(r/w)/r. (7)

At large r it becomes 1/r. As r → 0 it tends to 2/(√π w). For a density interacting with itself, w = √2 σ_i, so this limit is √(2/π)/σ_i. Choosing

σ_i = √(2/π)/J_i (8)

makes the electrostatic self-energy of the Gaussian equal to ½J_i q_i², the quadratic term in (1). A hard atom is therefore a compact one.

For N atoms with total charge Q the energy is

E(q,R) = Σ_i χ_i q_i + ½ Σ_i J_i q_i² + ½ Σ_{i≠j} J_ij q_i q_j
  = χ·q + ½ qᵀHq,  with Σ_i q_i = Q. (9)

The symmetric matrix H has J_i on its diagonal and J_ij elsewhere. We take χ_i, J_i and σ_i to be independent of geometry.

**Why a minimum exists**

By (5) and (8), qᵀHq is the Coulomb interaction of the total density with itself:

qᵀHq = (2π)⁻³ ∫ d³k (4π/k²) |Σ_i q_i exp(−k²σ_i²/4) exp(−ik·R_i)|² ≥ 0. (10)

It vanishes only if the sum inside the bars is zero for every k. Suppose this happens with all centres distinct. Multiply the sum by exp(k²σ²/4), where σ is the smallest width present. As k grows, the terms of larger width die out, so the sum of q_i exp(−ik·R_i) over the narrowest atoms must tend to zero. Follow it along a direction in which the projections of the R_i all differ. The cross terms in its squared modulus average to zero over a long interval of k, leaving Σq_i² over these atoms. Their charges must therefore vanish. Repeating the argument for the next width removes all charges. Hence H is positive definite for distinct centres.

This property depends on the smearing and on the choice (8), which makes each diagonal element J_i the self-interaction of the Gaussian. Gaussians narrower than (8) prescribes can give an indefinite H at short distance, and point charges are the extreme case. For a pair of point charges, J_AB = 1/r, and moving charge δ from B to A adds a quadratic energy

½δ²(J_A + J_B − 2/r). (11)

Below r = 2/(J_A + J_B) this is negative, and the energy falls without limit as charge is transferred. The linear equations may still return a stationary point there, but it is a maximum.

**The linear system and its two solves**

To impose the total charge, make E − λ(Σ_i q_i − Q) stationary. Each pair appears twice in the double sum of (9), which cancels the factor ½, so

∂E/∂q_i = χ_i + J_i q_i + Σ_{j≠i} J_ij q_j = λ,

or

Hq + χ = λ1,  1ᵀq = Q, (12)

where 1 is the vector of ones. At the solution all atoms have the same ∂E/∂q_i: no small transfer of charge lowers the energy to first order. To see that this is a minimum, add a change v with Σv_i = 0:

E(q + v) = E(q) + vᵀ(Hq + χ) + ½vᵀHv = E(q) + ½vᵀHv. (13)

The linear term is λΣv_i = 0, and the last term is positive unless v = 0. The minimum is therefore unique.

Equation (12) has N + 1 unknowns, the charges and λ. Its first part is linear in λ, which suggests solving two systems without any constraint:

Hs = −χ,  Ht = 1. (14)

Then H(s + λt) = −χ + λ1, so

q = s + λt. (15)

Summing over atoms and setting the result equal to Q fixes the multiplier:

λ = (Q − Σ_i s_i)/Σ_i t_i. (16)

The denominator is 1ᵀH⁻¹1, which is positive because the inverse of a positive definite matrix is positive definite. Both solves use the same matrix, so one factorization serves for both.

The vector s contains the charges the atoms would take if the total were free. The vector t describes how charge enters when the total is changed. From (15) and (16),

dq_i/dQ = t_i/Σ_j t_j. (17)

Let E*(Q) be the minimized energy. Then dE*/dQ = Σ_i(∂E/∂q_i)(dq_i/dQ) = λΣ_i dq_i/dQ = λ. The multiplier is the energy cost per unit of positive charge added to the whole system. Replacing Hq by λ1 − χ in (9) also gives

E* = χ·q + ½qᵀ(λ1 − χ) = ½(χ·q + λQ). (18)

The two solves need an invertible H, whereas the constrained problem needs only positive curvature for zero-sum changes. In the point-charge pair, det H = J_A J_B − 1/r² vanishes at r = 1/√(J_A J_B). For unequal hardnesses this lies above 2/(J_A + J_B), where a constrained minimum still exists. Solving (12) as one system of size N + 1 works there. Indeed, if Hq = λ1 and Σq_i = 0, then qᵀHq = 0, so q = 0 and λ = 0; the homogeneous system has no other solution.

**The forces**

Let x be any atomic coordinate, with Q fixed. The minimized energy is E*(x) = E(q(x), x), and the chain rule gives

dE*/dx = ∂E/∂x + Σ_i (∂E/∂q_i)(dq_i/dx). (19)

The charges do respond to the motion, so the derivatives dq_i/dx are in general not zero. But (12) makes every ∂E/∂q_i equal to λ, and the constraint fixes the sum of the charges:

Σ_i (∂E/∂q_i)(dq_i/dx) = λ Σ_i dq_i/dx = λ dQ/dx = 0. (20)

Therefore

dE*/dx = ∂E/∂x at fixed q. (21)

Two facts enter: the charges minimize the same energy that is differentiated, and their total does not change.

In (9) only J_ij depends explicitly on position. The gradient of r_ij with respect to R_i is (R_i − R_j)/r_ij, and each pair counts once, so

F_i = −Σ_{j≠i} q_i q_j J'_ij(r_ij) (R_i − R_j)/r_ij, (22)

J'_ij(r) = [2/(√π w r)] exp(−r²/w²) − erf(r/w)/r². (23)

If χ_i, J_i or σ_i depended on geometry, their explicit derivatives would join ∂E/∂x. The charge derivatives would still cancel.

**A triatomic example**

Take three model atoms X, Y and Z with (I, A) = (7, 1), (14, 2) and (11, 1) eV. Equation (3) gives χ = 4, 8, 6 eV and J = 6, 12, 10 eV. The positions are (0, 0, 0), (2, 0, 0) and (0.5, 2, 0) Å. In these units the Coulomb interaction of unit point charges is C/r, with C = 27.2114 × 0.529177 = 14.400 eV Å.

The widths from (8) are 1.915, 0.957 and 1.149 Å, and the interactions are J_XY = 5.857, J_XZ = 5.646 and J_YZ = 5.656 eV. Point charges at the XY distance would give 14.400/2 = 7.200 eV, so the smearing matters here. The smallest eigenvalue of H is 1.573 eV, which is positive as required.

The two solves give

s = (0.38983, −0.64140, −0.45733),
t = (0.15151, 0.00350, 0.01248) eV⁻¹,

with sums −0.70891 and 0.16749 eV⁻¹. For a neutral molecule,

λ = 0.70891/0.16749 = 4.233 eV,
q_X = 0.38983 + 4.2326 × 0.15151 = 1.031,
q_Y = −0.64140 + 4.2326 × 0.00350 = −0.627,
q_Z = −0.45733 + 4.2326 × 0.01248 = −0.4045.

The energy from (18) is

E* = ½[4(1.0311) + 8(−0.6266) + 6(−0.4045)] = −1.658 eV,

or −0.0609 hartree, relative to three separated neutral atoms. The charge on X lies slightly beyond +1, the end of the interval on which the parabola was fitted. For Q = +1 it rises to 1.936, well into extrapolation. That solution illustrates the algebra and is not a credible description of a cation.

For the force on Y, (23) multiplied by C gives

J'_XY = 1.586 − 2.929 = −1.343 eV/Å,
J'_YZ = 0.266 − 2.262 = −1.997 eV/Å,

where the last digit reflects unrounded values. The unit vectors towards Y are (1, 0) from X and (0.6, −0.8) from Z. With q_X q_Y = −0.6461 and q_Y q_Z = 0.2535, (22) becomes

F_Y = 0.6461(−1.343)(1, 0) + 0.2535(1.997)(0.6, −0.8)
  = (−0.868, 0) + (0.304, −0.405) = (−0.564, −0.405) eV/Å.

X attracts Y and Z repels it. Finite differences of the energy, with the charges solved afresh at each displaced geometry, give the same force.

The agreement does not come from rigid charges. When Y moves along x, the charges change at the rates −0.287, 0.277 and 0.010 e/Å. Multiplied by λ, these give energy contributions of −1.216, 1.172 and 0.044 eV/Å, which sum to zero as (20) requires.

The example has no short-range repulsion or covalent bonding term. Its forces are the charge-model part of a complete potential, and the geometry is not an equilibrium structure.

**Which energy belongs to these forces**

Since the atomic terms in (9) contain no explicit positions, (22) looks like the force of the pair Coulomb energy alone. It is so only at fixed charges. Along the real motion the atomic energies change too, at the rate Σ_i(χ_i + J_i q_i) dq_i/dx. For Y moving along x this is

10.187(−0.2873) + 0.481(0.2769) + 1.955(0.0104) = −2.773 eV/Å.

Minus the total derivative of the pair energy is −3.337 eV/Å. Adding the atomic contribution, +2.773 eV/Å, recovers the force −0.564 eV/Å. An energy balance in molecular dynamics must therefore include the atomic terms.

**Inexact charges and second derivatives**

Suppose s and t are found only approximately, for example by an iterative solver. Taking λ from (16) with these approximate vectors still makes the charges (15) sum exactly to Q, so the charge error has the form δv with Σv_i = 0. By (13) the error of the energy evaluated from (9) is ½δ²vᵀHv, quadratic in δ. The shortcut (18) assumes that (12) holds exactly and does not share this property: for Q = 0 its error is ½δχ·v, first order in δ. The force (22) is itself quadratic in the charges, so its error generally starts at first order in δ. Put an extra 0.01 e on X and remove it from Y. The energy error is

½(0.01)²(6 + 12 − 2 × 5.857) = 0.00031 eV,

about 0.02% of |E*|. The x-force on Y changes by −0.018 eV/Å, about 3% of its magnitude. A converged energy from (9) is thus a weak check on the forces. Equation (18) with the same charges would be off by ½(0.01)(4 − 8) = −0.020 eV, about 1.2% of |E*|.

The cancellation also stops at first derivatives. Write q' = dq/dx and differentiate (21) along the equilibrated path:

d²E*/dx² = ∂²E/∂x² + Σ_i q'_i ∂²E/∂q_i∂x. (24)

Differentiating ∂E/∂q_i = λ gives ∂²E/∂q_i∂x + (Hq')_i = dλ/dx. Multiply by q'_i and sum; the right side vanishes because Σq'_i = 0. Hence

d²E*/dx² = ∂²E/∂x² − q'ᵀHq'. (25)

Force constants do need the charge response, and relaxation can only lower the curvature along a given displacement; a mixed force constant between two different coordinates can rise. For Y moving along x, the curvature is −0.012 eV/Å² with frozen charges and −0.495 eV/Å² with relaxed ones.

**The separated pair**

For a neutral pair with q_A = −q_B, equating the two derivatives in (12) gives

q_A = (χ_B − χ_A)/(J_A + J_B − 2J_AB). (26)

As r → ∞, J_AB → 0 but the charge does not vanish. For X and Y it tends to (8 − 4)/(6 + 12) = 0.222. Yet moving a whole electron from X to a distant Y costs I_X − A_Y = 7 − 2 = 5 eV, so neutral atoms are favoured over the ion pair. The residual charge comes from using the parabola (1) at fractional charge for isolated atoms. The model in this form is therefore unsuited to dissociation, even though its forces remain consistent with its energy. The numerical check below covers the charges, the forces and these limits.

Values computed for the example and the checks

```
Atom order X Y Z; charges in units of e
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Ionization energies: 7.00 14.00 11.00 eV
Electron affinities: 1.00 2.00 1.00 eV
Electronegativities: 4.00 8.00 6.00 eV
Hardnesses: 6.00 12.00 10.00 eV
Gaussian widths sigma: 1.914876 0.957438 1.148925 angstrom
Position X: 0.00 0.00 0.00 angstrom
Position Y: 2.00 0.00 0.00 angstrom
Position Z: 0.50 2.00 0.00 angstrom
Distance XY: 2.000000 angstrom
Distance XZ: 2.061553 angstrom
Distance YZ: 2.500000 angstrom
H row X: 6.000000 5.857386 5.645860 eV
H row Y: 5.857386 12.000000 5.655730 eV
H row Z: 5.645860 5.655730 10.000000 eV
Eigenvalues of H: 1.572524 5.318632 21.108844 eV
First solve s: 0.389830 -0.641403 -0.457332 e
Second solve t: 0.151505 0.003497 0.012484 1/eV
Sum of s: -0.708905 e
Sum of t: 0.167487 1/eV
Common slope lambda, Q=0: 4.232608 eV
Charges, Q=0: 1.031090 -0.626600 -0.404490 e
Energy, Q=0: -1.657690 eV
Energy, Q=0, atomic units: -0.06091897 hartree
Common slope lambda, Q=+1: 10.203232 eV
Charges, Q=+1: 1.935668 -0.605718 -0.329950 e
Energy, Q=+1: 5.560231 eV
Fixed-charge force X: 0.992579 0.499098 0.000000 eV/angstrom
Fixed-charge force Y: -0.564190 -0.404818 0.000000 eV/angstrom
Fixed-charge force Z: -0.428388 -0.094279 0.000000 eV/angstrom
Relaxed difference force X: 0.992579 0.499098 -0.000000 eV/angstrom
Relaxed difference force Y: -0.564190 -0.404818 -0.000000 eV/angstrom
Relaxed difference force Z: -0.428388 -0.094279 -0.000000 eV/angstrom
dq/dx for Y moving: -0.287278 0.276912 0.010366 e/angstrom
Terms (dE/dq_i)(dq_i/dx): -1.215936 1.172062 0.043874 eV/angstrom
Y x-force from pair energy alone: -3.337157 eV/angstrom
Frozen-charge curvature: -0.011848 eV/angstrom^2
Relaxed-charge curvature: -0.495184 eV/angstrom^2
Charge error: +0.01 e on X, -0.01 e on Y
Resulting energy error: 0.000314 eV
Resulting Y x-force error: -0.017555 eV/angstrom
Energy error ratio on halving: 4.000000 (no unit)
Force error ratio on halving: 2.000771 (no unit)
Point pair XY loses minimum below: 1.599961 angstrom
Point pair XY has singular H at: 1.697014 angstrom
Charge on X in separated pair XY: 0.222222 e
```
